# Why Entropic and Elastic Step Repulsions Do Not Add: a numerical check

```python
# Result under test: for non-crossing steps with pair repulsion A/x^2 per length,
# the free energy per projected area has the cubic term g*rho^3 with
#   g = g0*lam^2,  g0 = pi^2 (kT)^2/(6 b),  lam = (1+sqrt(1+4S))/2,  S = A b/(kT)^2,
# and not the sum g0*(1+S) of the entropic and elastic terms.
# b: step stiffness, rho: step density (1/spacing), kT: thermal energy.
# Units: eV, nm, K.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

pi = np.pi


def exponent(S):
    return (1 + np.sqrt(1 + 4 * S)) / 2


# ---------- example parameters (round, rough regime of vicinal Si(111)) ----------
temperature = 1200.0
stiffness = 0.3
A = 0.05
miscut_deg = 2.0
lattice_constant = 0.543
kT = constants.k * temperature / constants.e
height = lattice_constant / np.sqrt(3)
a_along = lattice_constant / np.sqrt(2)
a_across = lattice_constant * np.sqrt(6) / 4
area_per_atom = a_along * a_across / 2      # a bilayer cell holds two atoms
spacing = height / np.tan(np.radians(miscut_deg))
S = A * stiffness / kT**2
lam = exponent(S)
g0 = pi**2 * kT**2 / (6 * stiffness)
g_elastic = pi**2 * A / 6
g_true = g0 * lam**2
g_sum = g0 + g_elastic


# ---------- two steps on a ring: statistical weights of paths ----------
def two_step_free_energy(strength, ring, core=0.0):
    """Free energy per length from the largest transfer-matrix eigenvalue.
    The gap r diffuses; image terms remove every path that touches a wall."""
    width = ring - 2 * core
    n = 1200
    dr = width / n
    u = dr * np.arange(1, n)
    r = u + core
    dy = 2e-5 * ring**2 * stiffness / kT
    variance = 2 * kT * dy / stiffness

    def gauss(d):
        return np.exp(-d**2 / (2 * variance)) / np.sqrt(2 * pi * variance)

    diff = u[:, None] - u[None, :]
    total = u[:, None] + u[None, :]
    kernel = gauss(diff) - gauss(total) - gauss(2 * width - total)
    potential = strength * (pi / ring)**2 / np.sin(pi * r / ring)**2
    half = np.exp(-potential * dy / (2 * kT))
    matrix = half[:, None] * kernel * half[None, :] * dr
    top = eigh(matrix, eigvals_only=True, subset_by_index=[n - 2, n - 2])[0]
    return -kT * np.log(top) / dy


ring = 2 * spacing
unit = kT**2 * pi**2 / (stiffness * ring**2)
factor_free = two_step_free_energy(0.0, ring) / unit
energy_pair = two_step_free_energy(A, ring)
factor_pair = energy_pair / unit
assert abs(factor_free - 1) < 1e-3
assert abs(factor_pair / lam**2 - 1) < 1e-3
assert factor_pair > 1.1 * (1 + S)          # the plain sum is excluded

# ---------- periodic images of 1/x^2 ----------
m = np.arange(-200000, 200001)
for x in (0.13, 0.5, 0.71):
    assert abs(np.sum(1 / (x + m)**2) - pi**2 / np.sin(pi * x)**2) < 3e-5

# ---------- local energy of the many-step product state (ring length pi) ----------
mp.mp.dps = 40


def local_energy(points, S_value):
    power = (1 + mp.sqrt(1 + 4 * mp.mpf(S_value))) / 2
    count = len(points)

    def psi(p):
        value = mp.mpf(1)
        for i in range(count):
            for j in range(i):
                value *= abs(mp.sin(p[i] - p[j]))**power
        return value

    step = mp.mpf(10)**(-10)
    centre = psi(points)
    kinetic = mp.mpf(0)
    for i in range(count):
        up, down = list(points), list(points)
        up[i] += step
        down[i] -= step
        kinetic -= (psi(up) - 2 * centre + psi(down)) / (step**2 * centre)
    pair = sum(1 / mp.sin(points[i] - points[j])**2
               for i in range(count) for j in range(i))
    return float(kinetic + 2 * mp.mpf(S_value) * pair)


rng = np.random.default_rng(4)
for count in (3, 5, 6):
    for S_value in (-0.2, 0.5, 2.0, 7.0):
        for trial in range(2):
            places = (np.arange(count) + 0.6 * rng.random(count)) * pi / count
            got = local_energy([mp.mpf(float(p)) for p in places], S_value)
            want = exponent(S_value)**2 * count * (count**2 - 1) / 3
            assert abs(got / want - 1) < 1e-9

# ---------- elastic energy of straight, evenly spaced steps ----------
n_far = np.arange(1, 1000001)
straight_sum = np.sum(1.0 / n_far**2)
assert abs(A * straight_sum / (g0 * S) - 1) < 1e-5

# ---------- weak repulsion: mean 1/x^2 of freely wandering steps ----------
count = 51
x = (np.arange(400) + 0.5) * count / 400
modes = 2 * pi * np.arange(-(count // 2), count // 2 + 1) / count
amplitude = np.exp(1j * np.outer(x, modes)).sum(axis=1) / count
pair_density = 1 - np.abs(amplitude)**2
inverse_square = (pi / count)**2 / np.sin(pi * x / count)**2
wandering = 0.5 * np.sum(pair_density * inverse_square) * count / 400
n_ring = np.arange(1, count)
straight = 0.5 * np.sum((pi / count)**2 / np.sin(pi * n_ring / count)**2)
weak_ratio = wandering / straight
assert abs(weak_ratio - 2) < 1e-8
slope = (exponent(1e-5)**2 - 1) / 1e-5
assert abs(slope - weak_ratio) < 1e-4

# ---------- interaction share at finite repulsion: four steps, S = 2 ----------
grid = 24
base = np.arange(grid) * pi / grid
shift = pi / grid / 4
p1, p2, p3 = np.meshgrid(base + shift, base + 2 * shift, base + 3 * shift,
                         indexing="ij")
positions = [np.zeros_like(p1), p1, p2, p3]
sines = [np.sin(positions[i] - positions[j])**2 for i in range(4) for j in range(i)]
weight = np.prod(sines, axis=0)**2
mean_pair = np.sum(weight * sum(1 / s for s in sines)) / np.sum(weight)
share_quadrature = 2 * 2.0 * mean_pair / (4 * 15 / 3)
assert abs(share_quadrature - 2 * 2.0 * 2.0 / (2 * 2.0 - 1)) < 1e-9

# ---------- strong repulsion: harmonic fluctuations of the step array ----------
q = (np.arange(400) + 0.5) * 2 * pi / 400
n = np.arange(1, 1501)
omega = np.sqrt(12 * A / stiffness
                * np.sum((1 - np.cos(np.outer(q, n))) / n**4, axis=1))
phonon_term = 0.5 * kT * omega.mean() / g0
assert abs(phonon_term / np.sqrt(S) - 1) < 1e-3
big = 1e6
assert abs((exponent(big)**2 - big) / np.sqrt(big) - 1) < 1e-3

# ---------- largest relative error of the plain sum ----------
best = minimize_scalar(lambda s: -exponent(s)**2 / (1 + s), bounds=(0, 50),
                       method="bounded", options={"xatol": 1e-8})
assert abs(best.x - 2) < 1e-3 and abs(-best.fun - 4 / 3) < 1e-8

# ---------- reading A back from g with the plain sum ----------
A_inferred = brentq(lambda a: g0 + pi**2 * a / 6 - g_true, 0, 10)
assert abs(A_inferred / A - (1 + 1 / lam)) < 1e-9

# ---------- neglected effects for the example ----------
core_energy = two_step_free_energy(A, ring, core=a_across)
core_shift = core_energy / energy_pair - 1
core_bound = (1 - a_across / spacing)**-2 - 1
assert 0 < core_shift < core_bound

jump_variance = kT * a_along / stiffness    # per atomic row along the step
w = brentq(lambda v: 2 * v * a_across**2 / (1 - v)**2 - jump_variance, 1e-9, 0.95)
jumps = np.arange(-400, 401)
probability = w**np.abs(jumps)
probability = probability / probability.sum()
k_edge = pi / spacing
band = -np.log(np.sum(probability * np.cos(k_edge * a_across * jumps)))
dispersion_shift = band / (0.5 * jump_variance * k_edge**2) - 1

norm = quad(lambda t: np.sin(pi * t)**(2 * lam), 0, 1)[0]
inverse_cube = quad(lambda t: np.sin(pi * t)**(2 * lam) * (t**-3 + (1 - t)**-3),
                    0, 1, limit=200)[0] / norm / ring**3
cubic_shift = A * a_across * inverse_cube / energy_pair

collision_length = spacing**2 * stiffness / kT
mu_scale = 2 * g_true * area_per_atom / spacing**3
supersaturation = np.expm1(mu_scale / kT)

# ---------- output ----------
print(f"temperature = {temperature:.0f} K")
print(f"kT = {kT:.4f} eV")
print(f"stiffness b = {stiffness:.2f} eV/nm")
print(f"repulsion A = {A:.3f} eV nm")
print(f"miscut = {miscut_deg:.1f} deg")
print(f"lattice constant = {lattice_constant:.3f} nm")
print(f"step height = {height:.4f} nm")
print(f"atomic row distance across step = {a_across:.4f} nm")
print(f"atomic period along step = {a_along:.4f} nm")
print(f"mean step spacing = {spacing:.3f} nm")
print(f"S = {S:.4f} (no unit)")
print(f"lambda = {lam:.4f} (no unit)")
print(f"lambda^2 = {lam**2:.4f} (no unit)")
print(f"plain sum 1+S = {1 + S:.4f} (no unit)")
print(f"two-step transfer matrix, factor at A=0 = {factor_free:.4f} (no unit)")
print(f"two-step transfer matrix, factor at A = {factor_pair:.4f} (no unit)")
print(f"entropic g0 = {g0:.5f} eV nm")
print(f"elastic, straight steps = {g_elastic:.5f} eV nm")
print(f"plain sum = {g_sum:.5f} eV nm")
print(f"true g = {g_true:.5f} eV nm")
print(f"missing part g0*(lambda-1) = {g0 * (lam - 1):.5f} eV nm")
print(f"true g / plain sum = {g_true / g_sum:.4f} (no unit)")
print(f"true g / height^3 = {g_true / height**3:.3f} eV/nm^2")
print(f"interaction share of g = {g0 * 2 * S * lam / (2 * lam - 1):.5f} eV nm")
print(f"confinement share of g = {g0 * lam**2 / (2 * lam - 1):.5f} eV nm")
print(f"A inferred by plain sum = {A_inferred:.4f} eV nm")
print(f"inferred A / true A = {A_inferred / A:.4f} (no unit)")
for s in (-0.2, 0.1, 0.5, 2.0, 10.0, 100.0):
    f = exponent(s)**2
    print(f"S = {s:g}: lambda^2 = {f:.4f}, 1+S = {1 + s:.4f}, ratio = {f / (1 + s):.4f}")
print(f"largest ratio = {-best.fun:.4f} at S = {best.x:.3f} (no unit)")
print(f"mean 1/x^2, wandering / straight = {weak_ratio:.4f} (no unit)")
print(f"four steps, S=2: interaction share / g0 = {share_quadrature:.4f} (no unit)")
print(f"phonon term / g0 = {phonon_term:.4f}, sqrt(S) = {np.sqrt(S):.4f} (no unit)")
print(f"ratio if S is halved = {exponent(S / 2)**2 / (1 + S / 2):.4f} (no unit)")
print(f"ratio if S is doubled = {exponent(2 * S)**2 / (1 + 2 * S):.4f} (no unit)")
print(f"contact exclusion, upper bound = {100 * core_bound:.2f} %")
print(f"contact exclusion, two steps = {100 * core_shift:.2f} %")
print(f"lattice dispersion at k=pi/spacing = {100 * dispersion_shift:.2f} %")
print(f"1/x^3 term of atomic range, two steps = {100 * cubic_shift:.1f} %")
print(f"collision length along step = {collision_length:.0f} nm")
print(f"repulsion scale per atom = {1000 * mu_scale:.4f} meV")
print(f"supersaturation of equal drive = {100 * supersaturation:.3f} %")
print("verified")
```

Running it gives:

```
temperature = 1200 K
kT = 0.1034 eV
stiffness b = 0.30 eV/nm
repulsion A = 0.050 eV nm
miscut = 2.0 deg
lattice constant = 0.543 nm
step height = 0.3135 nm
atomic row distance across step = 0.3325 nm
atomic period along step = 0.3840 nm
mean step spacing = 8.977 nm
S = 1.4028 (no unit)
lambda = 1.7856 (no unit)
lambda^2 = 3.1884 (no unit)
plain sum 1+S = 2.4028 (no unit)
two-step transfer matrix, factor at A=0 = 1.0000 (no unit)
two-step transfer matrix, factor at A = 3.1883 (no unit)
entropic g0 = 0.05863 eV nm
elastic, straight steps = 0.08225 eV nm
plain sum = 0.14088 eV nm
true g = 0.18694 eV nm
missing part g0*(lambda-1) = 0.04606 eV nm
true g / plain sum = 1.3270 (no unit)
true g / height^3 = 6.067 eV/nm^2
interaction share of g = 0.11423 eV nm
confinement share of g = 0.07271 eV nm
A inferred by plain sum = 0.0780 eV nm
inferred A / true A = 1.5600 (no unit)
S = -0.2: lambda^2 = 0.5236, 1+S = 0.8000, ratio = 0.6545
S = 0.1: lambda^2 = 1.1916, 1+S = 1.1000, ratio = 1.0833
S = 0.5: lambda^2 = 1.8660, 1+S = 1.5000, ratio = 1.2440
S = 2: lambda^2 = 4.0000, 1+S = 3.0000, ratio = 1.3333
S = 10: lambda^2 = 13.7016, 1+S = 11.0000, ratio = 1.2456
S = 100: lambda^2 = 110.5125, 1+S = 101.0000, ratio = 1.0942
largest ratio = 1.3333 at S = 2.000 (no unit)
mean 1/x^2, wandering / straight = 2.0000 (no unit)
four steps, S=2: interaction share / g0 = 2.6667 (no unit)
phonon term / g0 = 1.1844, sqrt(S) = 1.1844 (no unit)
ratio if S is halved = 1.2794 (no unit)
ratio if S is doubled = 1.3279 (no unit)
contact exclusion, upper bound = 7.84 %
contact exclusion, two steps = 0.09 %
lattice dispersion at k=pi/spacing = -0.51 %
1/x^3 term of atomic range, two steps = 3.4 %
collision length along step = 234 nm
repulsion scale per atom = 0.0330 meV
supersaturation of equal drive = 0.032 %
verified
```
